# Rytov's Dispersion Relation for an Acoustic Bilayer and Its Uniform Limit

**Q:** You want to describe sound in a stack of alternating layers by a single wavenumber. The wave is partly reflected at every interface. Why should one wavenumber exist at all, and what are you assuming about the stack?

**A:** The wavenumber will come from the periodicity, not from uniformity inside the cell. The stack is infinite, linearly elastic and lossless, and its layers are perfectly bonded. Layer \(j=1,2\) has thickness \(d_j\), density \(\rho_j\) and stiffness \(C_j\), and the period is \(D=d_1+d_2\). The wave travels along the layer normal with one polarization, and its wavelength is long compared with the atomic spacing, so each layer is a continuum.

The displacement is \(u(x)e^{-i\omega t}\) and the stress is \(\sigma=Cu'\). Newton's law, \(\rho\,\partial_t^2u=\partial_x\sigma\), then gives

\[
u'=\frac{\sigma}{C},\qquad \sigma'=-\rho\omega^2u .
\]

I use atomic units in the algebra, so \(\hbar=1\) and \(\omega\) is also the phonon energy.

**Q:** At an interface \(C\) and \(\rho\) jump. Which quantities may you carry across?

**A:** Displacement and stress. Perfect bonding means that the two faces move together, so \(u\) is continuous. For the stress, take a thin slab of thickness \(\epsilon\) around the interface. The difference of the stresses on its two sides equals its mass per area times its acceleration, which vanishes as \(\epsilon\to0\). Hence \(\sigma\) is continuous. The strain \(u'=\sigma/C\) jumps wherever \(C\) does and \(\sigma\ne0\).

**Q:** Then show me what one layer does to the pair \((u,\sigma)\).

**A:** Within a layer, combining the two equations gives \(u''=-k^2u\) with \(k=\omega/v\) and \(v=\sqrt{C/\rho}\). Let \(u_0,\sigma_0\) be the values at the left face, \(x=0\). The solution with \(u(0)=u_0\) and \(Cu'(0)=\sigma_0\) is

\[
u(x)=u_0\cos kx+\frac{\sigma_0}{Ck}\sin kx .
\]

With the impedance \(Z=\rho v\), the factor is \(Ck=\rho v^2\,\omega/v=Z\omega\). Differentiating and multiplying by \(C\) gives

\[
\sigma(x)=-Z\omega\,u_0\sin kx+\sigma_0\cos kx .
\]

At the right face \(x=d_j\) the phase is \(\varphi_j=\omega d_j/v_j\), so the layer acts through the matrix

\[
M_j=\begin{pmatrix}\cos\varphi_j & \dfrac{\sin\varphi_j}{Z_j\omega}\\[2mm] -Z_j\omega\sin\varphi_j & \cos\varphi_j\end{pmatrix},
\qquad \det M_j=\cos^2\varphi_j+\sin^2\varphi_j=1 .
\]

Since \(u\) and \(\sigma\) are continuous, the output of layer 1 is the input of layer 2, and one period acts through \(M=M_2M_1\).

**Q:** Where does the wavenumber enter?

**A:** A Bloch wave repeats itself from cell to cell up to a phase: \((u,\sigma)\) at \(x+D\) is \(e^{iqD}\) times \((u,\sigma)\) at \(x\). So \(e^{iqD}\) must be an eigenvalue of \(M\). Because \(\det M=\det M_2\det M_1=1\), the eigenvalues obey

\[
\lambda^2-(\operatorname{tr}M)\lambda+1=0,\qquad\text{or}\qquad \lambda+\frac1\lambda=\operatorname{tr}M .
\]

Inserting \(\lambda=e^{iqD}\) gives \(2\cos qD=\operatorname{tr}M\). The diagonal entries of the product are

\[
M_{11}=\cos\varphi_2\cos\varphi_1-\frac{Z_1}{Z_2}\sin\varphi_2\sin\varphi_1,
\]
\[
M_{22}=-\frac{Z_2}{Z_1}\sin\varphi_2\sin\varphi_1+\cos\varphi_2\cos\varphi_1 .
\]

Half their sum is Rytov's relation:

\[
\cos qD=\cos\varphi_1\cos\varphi_2-\frac12\left(\frac{Z_1}{Z_2}+\frac{Z_2}{Z_1}\right)\sin\varphi_1\sin\varphi_2 .
\]

**Q:** You have shown that a Bloch wave satisfies this. Does every solution of the relation belong to a wave?

**A:** Yes. If \(\omega\) and a real \(q\) satisfy it, then \(e^{iqD}\) solves the quadratic equation above and is an eigenvalue of \(M\). Its eigenvector supplies starting values \((u_0,\sigma_0)\), and carrying these through successive cells builds the wave. At \(\omega=0\) the entry \(\sin\varphi_j/(Z_j\omega)\) is read as its limit \(d_j/C_j\); the wave is then a rigid shift with \(q=0\).

**Q:** Let me see numbers before I accept more algebra.

**A:** Take round model parameters: \(d_1=30\) Å, \(d_2=20\) Å, \(\hbar v_1=0.03\) and \(\hbar v_2=0.04\) eV Å, \(Z_1/\hbar=20\) and \(Z_2/\hbar=25\) Å\(^{-4}\). The transit times \(\tau_j=d_j/v_j\), divided by \(\hbar\), are 1000 and 500 eV\(^{-1}\). At 0.001 eV the phases are therefore 1.0 and 0.5 rad. The mean impedance ratio is \(\tfrac12(0.8+1.25)=1.025\), so

\[
\cos qD=0.5403\times0.8776-1.025\times0.8415\times0.4794=0.0607,
\]

which gives \(qD=1.510\) and \(q=0.0302\) Å\(^{-1}\).

An independent calculation starts from this wavenumber and makes \(\int C|u'|^2dx\) stationary at fixed \(\int\rho|u|^2dx\) in one cell. It imposes continuity of \(u\) and the Bloch phase, and no condition on the stress. Integration by parts leaves the stress jump multiplied by the free variation of \(u\) at each interface, so stationarity itself demands stress continuity. Its lowest energy is 0.001 eV again. In further tests the lowest four bands agreed within \(10^{-10}\) eV at three wavenumbers, and a stack with an impedance ratio of 4 also obeyed the relation.

**Q:** A cosine cannot exceed one in magnitude for real \(q\). Can your right-hand side do so?

**A:** It can, and those energies are the gaps. To find them, define the sum and difference of the phases, and a measure of the mismatch:

\[
S=\varphi_1+\varphi_2,\qquad \Delta=\varphi_1-\varphi_2,\qquad r=\frac{Z_1-Z_2}{Z_1+Z_2}.
\]

Use \(\cos\varphi_1\cos\varphi_2=\tfrac12(\cos\Delta+\cos S)\) and \(\sin\varphi_1\sin\varphi_2=\tfrac12(\cos\Delta-\cos S)\). With \(\eta=(Z_1^2+Z_2^2)/(2Z_1Z_2)\), the mean impedance ratio, Rytov's relation becomes

\[
\cos qD=\frac{1+\eta}{2}\cos S+\frac{1-\eta}{2}\cos\Delta .
\]

The coefficients are

\[
\frac{1+\eta}{2}=\frac{(Z_1+Z_2)^2}{4Z_1Z_2}=\frac1{1-r^2},\qquad
\frac{1-\eta}{2}=-\frac{(Z_1-Z_2)^2}{4Z_1Z_2}=-\frac{r^2}{1-r^2}.
\]

Therefore \((1-r^2)\cos qD=\cos S-r^2\cos\Delta\). Adding this to \(1-r^2\), or subtracting it from \(1-r^2\), and using the half-angle formulas gives

\[
(1-r^2)(1+\cos qD)=2\left[\cos^2\tfrac S2-r^2\cos^2\tfrac\Delta2\right],
\]
\[
(1-r^2)(1-\cos qD)=2\left[\sin^2\tfrac S2-r^2\sin^2\tfrac\Delta2\right].
\]

Both impedances are positive, so \(1-r^2>0\). A real \(q\) exists when both brackets are non-negative. A gap is an energy range in which one of them is negative, and its edges are the zeros of that bracket.

**Q:** What does \(r\) mean physically?

**A:** It is the reflection amplitude of displacement for a wave going from layer 1 into layer 2. A forward wave \(e^{ikx}\) has \(\sigma=iCku=iZ\omega u\), and a backward wave has the opposite sign. With reflected amplitude \(R\) and transmitted amplitude \(T\), continuity of \(u\) and \(\sigma\) gives \(1+R=T\) and \(Z_1(1-R)=Z_2T\). Eliminating \(T\) yields \(R=(Z_1-Z_2)/(Z_1+Z_2)=r\). Here \(r=-5/45=-0.111\).

**Q:** So equal impedances already turn the stack into a uniform medium. Why ask for equal velocities too?

**A:** Equal impedances make the spectrum look uniform, but not the wave. With \(r=0\) both brackets are squares, so there is no gap at any energy, and the relation reduces to \(\cos qD=\cos S\). Writing \(\tau=\tau_1+\tau_2\), so that \(S=\omega\tau\), we get

\[
\omega=\frac D\tau\left|q+\frac{2\pi n}{D}\right|,\qquad n=0,\pm1,\pm2,\ldots
\]

This is a straight line of speed \(D/\tau\), folded because \(q\) is defined modulo \(2\pi/D\). Inside the cell, however, the local wavenumber is \(\omega/v_j\) and differs between the layers.

To see this, change the second layer to \(Z_2/\hbar=20\) Å\(^{-4}\) and keep its velocity. At \(qD=\pi/2\) the lowest energy is 0.00105 eV, and the phase gained across layer 1 is \(0.00105\times1000\approx1.05\) rad. A plane wave of the same \(q\) would gain \((\pi/2)(30/50)=0.942\) rad. The strain also jumps at the interface, since \(C_j=Z_jv_j\) still differs.

**Q:** Then try equal velocities alone. The wavenumber is now the same everywhere.

**A:** The reflections remain, and so do gaps. Look at the energy where \(S=\pi\). There \(\cos(S/2)=0\), and the first bracket is \(-r^2\cos^2(\Delta/2)\). Since \(|\Delta|<S=\pi\), this cosine is not zero, and the bracket is negative for any \(r\neq0\). The argument does not use the velocities, so the first gap is open whenever the impedances differ. In this continuum model at normal incidence, equal impedance is thus both necessary and sufficient for a spectrum without gaps. With \(\hbar v=0.03\) eV Å in both layers and the original impedances, the first gap is \(2.54\times10^{-4}\) eV wide.

**Q:** And if both coincide?

**A:** From \(Z=\rho v\) and \(C=\rho v^2\) we have \(\rho=Z/v\) and \(C=Zv\). Equal \(Z\) and equal \(v\) therefore force \(\rho_1=\rho_2\) and \(C_1=C_2\). The interface has disappeared from the wave equation, whatever the thicknesses. Now \(\tau=D/v\), and

\[
\cos qD=\cos\frac{\omega D}{v},\qquad \omega=v\left|q+\frac{2\pi n}{D}\right| .
\]

The folding that remains is a labelling by an arbitrary period. For \(\hbar v=0.03\) eV Å and \(qD=\pi/2\), the first two energies are \(0.03\times(\pi/2)/50=0.000942\) eV and \(0.03\times(3\pi/2)/50=0.00283\) eV. The variational calculation gives both, and the phase across layer 1 is 0.942 rad, as for a plane wave.

**Q:** Return to the mismatched stack. Can the gap widths be estimated without solving for the edges?

**A:** For small \(r\), yes. Near the \(m\)th crossing put \(S=m\pi+x\). For odd \(m\) the edges obey \(|\cos(S/2)|=|r\cos(\Delta/2)|\), and for even \(m\) the same holds with sines. In either case the left side is \(|\sin(x/2)|\). On the right, \(\Delta/2=\varphi_1-S/2\), which at \(x=0\) is \(\varphi_1-m\pi/2\) with \(\varphi_1=m\pi\tau_1/\tau\). The cosine (odd \(m\)) or sine (even \(m\)) of this angle has magnitude \(|\sin\varphi_1|\). To leading order the edges are at \(x=\pm2|r\sin\varphi_1|\). Since \(x=\tau\,\delta\omega\), the width is

\[
\delta\omega_m\simeq\frac{4|r|}{\tau}\left|\sin\frac{m\pi\tau_1}{\tau}\right| .
\]

The two edges are one smooth function of \(r\), evaluated at \(r\) and at \(-r\). Their difference contains odd powers of \(r\) alone, so the relative error is of order \(r^2\) when the sine is not zero.

For the first gap, \(4\times0.1111\times0.8660/1500=2.566\times10^{-4}\) eV. The full relation puts the edges at 0.00196 and 0.00222 eV, with a width of \(2.570\times10^{-4}\) eV (\(9.44\times10^{-6}\) hartree). The estimate is low by 0.14% of that width. Halving \(r\) at fixed transit times reduced the relative error by a factor of 4.01, as the order \(r^2\) requires.

**Q:** Solving for the edges of the second gap gives the same width, \(2.570\times10^{-4}\) eV. Is that an accident of rounding?

**A:** No, it follows from \(\tau_1=2\tau_2\). Then \(\varphi_1=2\varphi_2\), and replacing \(\varphi_2\) by \(\pi-\varphi_2\) keeps \(\cos\varphi_1\) and \(\sin\varphi_2\) but reverses \(\cos\varphi_2\) and \(\sin\varphi_1\). The right side of Rytov's relation changes sign. The gap with \(\cos qD<-1\) is therefore mirrored into one with \(\cos qD>1\), at \(\omega\to\pi/\tau_2-\omega\). With \(\pi/500=0.00628\) eV, the first gap's edges map to 0.00406 and 0.00432 eV, which are the edges of the second.

**Q:** Your estimate vanishes for \(m=3\), where \(\sin2\pi=0\). Is the third gap merely small?

**A:** It is closed. At \(\omega=\pi/\tau_2\) the phases are \(2\pi\) and \(\pi\), so \(M_1=1\), \(M_2=-1\) and \(M=-1\): every starting pair \((u_0,\sigma_0)\) gives a Bloch wave with \(qD=\pi\). Nearby, \(S=3\pi+x\) and \(\Delta=\pi+\alpha x\) with \(\alpha=(\tau_1-\tau_2)/\tau=1/3\). The first bracket becomes

\[
\sin^2\frac x2-r^2\sin^2\frac{\alpha x}2\simeq\frac{x^2}{4}\left(1-r^2\alpha^2\right)>0,
\]

so waves propagate on both sides. The two bands touch at 0.00628 eV although the impedances differ. The touching needs \(\tau_1=2\tau_2\) exactly: with \(d_1=33\) Å instead of 30 Å, the third gap opens to \(5.4\times10^{-5}\) eV and the first shrinks to \(2.31\times10^{-4}\) eV.

**Q:** What does the displacement do inside an open gap?

**A:** There \(|\tfrac12\operatorname{tr}M|>1\), and the two eigenvalues are real and reciprocal, with magnitudes \(e^{-\kappa D}\) and \(e^{\kappa D}\). Their sum gives

\[
\cosh\kappa D=\left|\tfrac12\operatorname{tr}M\right| .
\]

At the middle of the first gap, 0.00209 eV (\(7.69\times10^{-5}\) hartree), the half trace is \(-1.0188\). The decaying amplitude falls by a factor \(e\) in \(1/\kappa=259\) Å, about five periods, and the negative sign means that it alternates from cell to cell. Such a solution grows without bound in one direction, so it is not a mode of the infinite stack. It describes penetration into a stack with an end. Since the medium is lossless, the decay is caused by reflection, not absorption.

**Q:** Very long waves should not notice the layers. Do they travel at \(D/\tau\)?

**A:** Not unless the impedances agree. Expanding Rytov's relation to second order in \(qD\) and \(\omega\) and cancelling the ones gives

\[
q^2D^2=\omega^2\left[\tau_1^2+\tau_2^2+\left(\frac{Z_1}{Z_2}+\frac{Z_2}{Z_1}\right)\tau_1\tau_2\right].
\]

The bracket factorizes as \((Z_1\tau_1+Z_2\tau_2)(\tau_1/Z_1+\tau_2/Z_2)\). Since \(Z_j\tau_j=\rho_jd_j\) and \(\tau_j/Z_j=d_j/C_j\), the speed \(\omega/q\) is

\[
v_{\rm eff}=\frac{D}{\sqrt{(\rho_1d_1+\rho_2d_2)(d_1/C_1+d_2/C_2)}} .
\]

The long wave feels the total mass and the total compliance of a cell. The impedance ratio plus its inverse is at least 2, so the bracket is at least \(\tau^2\) and \(v_{\rm eff}\le D/\tau\). In the example the factors are \(20000+12500\) and \(50+20\), and \(50/\sqrt{32500\times70}=0.03315\) eV Å. The transit-time value is \(50/1500=0.03333\) eV Å, about half a percent higher.

**Q:** How far would you trust these figures for a real superlattice?

**A:** As far as the continuum and the phase survive. A chain of atoms with spacing \(a\) and nearest-neighbour springs has \(\omega\propto\sin(ka/2)\), which lies below the straight line by a fraction of about \((ka)^2/24\). For an assumed \(a=3\) Å in layer 1, this is 0.2% at the first gap and 2% at the fourth band near 0.0073 eV. Gap widths are more sensitive than band energies. Take a chain with ten springs in layer 1 and seven in layer 2, each atom carrying half the mass of its two neighbouring segments. The first gap is then 0.7% wider and the second 3% wider, the third opens to about \(5\times10^{-6}\) eV, and equal impedances leave small gaps of up to about \(10^{-5}\) eV. These sizes depend on how the interface is modelled. The finer digits, the equal widths and the exact closings above belong to the continuum model, not to a material.

At oblique incidence this \(2\times2\) matrix no longer holds as it stands. Its entries then depend on the angle, and where longitudinal and shear motion mix at the interfaces, a larger matrix is needed. Rough interfaces or scattering inside the layers disturb the phase relation between successive reflections. If the phase is lost within a few periods, the Bloch wavenumber no longer describes the motion, and the gaps derived here cannot be expected to appear in this form.

## Computed results

```
layer 1 thickness: 30.0 angstrom
layer 1 hbar*v: 0.030 eV angstrom
layer 1 Z/hbar: 20.0 angstrom^-4
layer 1 stiffness: 0.600 eV/angstrom^3
layer 2 thickness: 20.0 angstrom
layer 2 hbar*v: 0.040 eV angstrom
layer 2 Z/hbar: 25.0 angstrom^-4
layer 2 stiffness: 1.000 eV/angstrom^3
period D: 50.0 angstrom
transit times over hbar: 1000.0, 500.0 1/eV
reflection r: -0.111111 (dimensionless)
mean impedance ratio: 1.025000 (dimensionless)
sample energy: 0.001000 eV
sample phases: 1.0000, 0.5000 rad
sample cos(qD): 0.060652 (dimensionless)
sample qD: 1.510107 rad
sample q: 0.030202 1/angstrom
sample energy, variational: 0.001000000 eV
band 1 at qD=pi/2: 0.0010401 eV
band 2 at qD=pi/2: 0.0031416 eV
band 3 at qD=pi/2: 0.0052431 eV
band 4 at qD=pi/2: 0.0073232 eV
gap 1 edges: 0.0019635, 0.0022205 eV
gap 1 width: 2.5695e-04 eV
gap 1 width, small-r formula: 2.5660e-04 eV
small-r relative error: -1.377e-03 (dimensionless)
error ratio on halving r: 4.012 (dimensionless)
gap 2 edges: 0.0040627, 0.0043197 eV
gap 2 width: 2.5695e-04 eV
gap 3 closes at: 0.0062832 eV
gap 3 width below 1e-10 eV: True
gap 1 midpoint: 0.0020920 eV
midgap half trace: -1.018756 (dimensionless)
midgap amplitude decay length: 258.56 angstrom
long-wave hbar*v_eff: 0.033150 eV angstrom
variational hbar*v at qD=0.05: 0.033150 eV angstrom
transit-time hbar*v: 0.033333 eV angstrom
equal Z: band 1 at qD=pi/2: 0.0010472 eV
equal Z: touching energy at qD=pi: 0.0020944 eV
equal Z: phase across layer 1: 1.047198 rad
equal v: gap 1 width: 2.5404e-04 eV
uniform: band 1 at qD=pi/2: 0.0009425 eV
uniform: band 2 at qD=pi/2: 0.0028274 eV
uniform: phase across layer 1: 0.942478 rad
gap 1 midpoint converted: 7.68799e-05 hartree
gap 1 width converted: 9.4429e-06 hartree
```
